\section*{Why Semilocal Functionals Spread a Defect Hole over Equivalent Sites}

\section{The energy of part of a hole}

\textbf{Q:} My resonance data put a defect hole mostly on one of two equivalent neighbours. A semilocal density-functional calculation shares it equally between them and leaves the lattice symmetric. What could the functional be getting wrong?

\textbf{A:} Begin with the energy $E(n)$ of one site carrying a fraction $n$ of a hole. A fractional charge is an average over integer-charge states: with probability $n$ the hole is there, with probability $1-n$ it is not. The correct energy is therefore the chord
\begin{equation}
E_{\rm lin}(n)=(1-n)E(0)+nE(1).
\end{equation}
A semilocal functional sees only a diluted density. Take a frozen orbital whose Hartree self-repulsion at full occupation is $J$. A hole fraction $n$ leaves it with electron occupation $f=1-n$. The self-repulsion is then $f^2J$, whereas local spin-density exchange scales as $f^{4/3}$ if this orbital is the only density in its spin channel. Even if the two cancel at $f=1$, there remains
\begin{equation}
J\,(f^2-f^{4/3})<0,\qquad 0<f<1 .
\end{equation}
Integer charges are then right and fractional ones too low. Other electrons of the same spin, with density $\rho_0$, turn the exchange integrand into $(\rho_0+f\rho_1)^{4/3}$, where $\rho_1$ is the density of the orbital. This is less curved in $f$, so it offsets less of the Hartree curvature and the frozen-orbital sag is deeper. I model this sag below the chord by a parabola of curvature $U>0$:
\begin{equation}
E(n)-E_{\rm lin}(n)=\frac U2(n^2-n).
\end{equation}
At $n=1/2$ it equals $-U/8$. Two distant sites with half a hole each are thus $U/4$ too low, while a hole on one of them carries no such error.

\textbf{Q:} Does a real functional behave like that in a many-electron atom?

\textbf{A:} Take a free sulfur atom and remove its minority-spin $3p$ electron gradually, using PBE in the def2-TZVP basis without relativity. Removing the whole electron costs $10.420$ eV, so the chord at half occupation lies $5.210$ eV below the ion. PBE gives $6.295$ eV below it, a sag of $1.085$ eV. The mean curvature is $8\times1.085\approx8.68$ eV, and two distant atoms sharing one hole come out $2.17$ eV too low relative to the localized arrangement.

Hartree--Fock bends the other way, with mean curvature $-1.93$ eV. For fixed orbitals, the term quadratic in the fractional occupation vanishes, because the self-Coulomb and self-exchange integrals cancel. The energy is then linear in the occupation, and minimizing over orbitals gives the lower envelope of straight lines, which is concave. These are unscreened atomic values. They show the sign of the effect in this atom and are not parameters for a semiconductor defect.

\section{Two sites and a lattice}

\textbf{Q:} My two sites are close enough for the hole to hop. Why isn't sharing simply correct?

\textbf{A:} It may be; hopping does favour it. Let the site populations be
\begin{equation}
n_A=\frac{1+m}{2},\qquad n_B=\frac{1-m}{2},
\end{equation}
so that $m=0$ means shared and $m=\pm1$ localized. With hopping $t>0$ and amplitudes $\sqrt{n_A},\sqrt{n_B}$ of equal sign, the hopping energy is
\begin{equation}
-2t\sqrt{n_An_B}=-t\sqrt{1-m^2},
\end{equation}
because $n_An_B=(1-m^2)/4$.

True electron repulsion adds no dependence on $m$ here. One hole in two otherwise filled orbitals means three electrons: two on one site, one on the other. With true on-site and intersite repulsions $U_0$ and $V_0$, either arrangement costs $U_0+2V_0$, a constant. Exact diagonalization of this dimer confirms it.

The semilocal model adds the on-site error and a spurious repulsion $V$ between the two parts of the same hole. Since $n_A^2+n_B^2=(1+m^2)/2$,
\begin{align}
E_{\rm err}&=\frac U2(n_A^2+n_B^2-1)+Vn_An_B\nonumber\\
&=-\frac U4(1-m^2)+\frac V4(1-m^2)
=-\frac K4(1-m^2),
\end{align}
with $K=U-V$. The error vanishes for a localized hole and lowers a shared one by $K/4$.

\textbf{Q:} And the lattice distortion?

\textbf{A:} It competes with both terms. Give each site a classical displacement $x_i$, stiffness $k$ and coupling $g$:
\begin{equation}
E_{\rm lat}=\sum_{i=A,B}\left(\frac k2x_i^2-gx_in_i\right).
\end{equation}
Setting the derivative with respect to $x_i$ to zero gives $x_i=gn_i/k$. Substituting back,
\begin{equation}
\frac{g^2n_i^2}{2k}-\frac{g^2n_i^2}{k}=-E_Rn_i^2,
\qquad E_R=\frac{g^2}{2k},
\end{equation}
and the two sites together contribute $-E_R(1+m^2)/2$. This quadratic dependence on population is physical within the model: slow, classical nuclei respond to the average charge on each site. It rewards concentration, whereas the electronic error rewards dilution.

\textbf{Q:} Which one wins?

\textbf{A:} Add the three contributions and collect the terms in $m^2$:
\begin{align}
E(m)&=-t\sqrt{1-m^2}-\frac K4(1-m^2)-\frac{E_R}{2}(1+m^2)\nonumber\\
&=-\frac K4-\frac{E_R}{2}-t\sqrt{1-m^2}-\frac W2m^2,
\quad W=E_R-\frac K2 .
\end{align}
The derivative is
\begin{equation}
\frac{dE}{dm}=m\left(\frac{t}{\sqrt{1-m^2}}-W\right).
\end{equation}
If $W\le t$, the bracket is positive for every $0<|m|<1$. The energy rises away from $m=0$, so the shared hole is the sole minimum. If $W>t$, the bracket is negative near $m=0$ and vanishes at $\sqrt{1-m_*^2}=t/W$, that is,
\begin{equation}
m_*^2=1-\frac{t^2}{W^2}.
\end{equation}
The energy gained by localizing is
\begin{align}
E(0)-E(m_*)&=-t+\frac{t^2}{W}+\frac W2\left(1-\frac{t^2}{W^2}\right)\nonumber\\
&=\frac W2-t+\frac{t^2}{2W}=\frac{(W-t)^2}{2W}.
\end{align}
Without the error, $K=0$ and localization requires $E_R>t$. With it, localization requires $E_R>t+K/2$. The semilocal model therefore fails qualitatively in the window
\begin{equation}
t<E_R\le t+\frac K2 .
\end{equation}
Outside the window the qualitative answer survives. Strong lattice coupling localizes the hole despite convexity, and for $E_R\le t$ the shared hole is correct.

\section{Numbers}

\textbf{Q:} Can you show me a case inside the window?

\textbf{A:} Choose $t=0.40$ eV, $U=1.60$ eV, $V=0.40$ eV, $g=4.0$ eV/\AA\ and $k=10$ eV/\AA$^2$. These are round model values. Then $K=1.20$ eV and $E_R=16/20=0.80$ eV.

Without the error, $W=0.80$ eV and $m_*=\sqrt{1-(0.40/0.80)^2}=0.866$. The populations are $0.933$ and $0.067$. The displacements differ by $(g/k)m_*=0.40\times0.866=0.346$ \AA, and the gain is $(0.40)^2/1.60=0.10$ eV. With the error, $W=0.80-0.60=0.20$ eV, below $t$, so both $m$ and the displacement difference vanish. Direct minimization over the orbital and both displacements gives the same results.

\textbf{Q:} Could I have decided this by comparing a fully localized hole with an equally shared one?

\textbf{A:} That comparison is too strict. It gives $E(0)-E(1)=W/2-t$ and so demands $W>2t$. In the error-free example it yields $0.40-0.40=0$, a tie, although the true minimum lies $0.10$ eV below both end points. Here the partly localized hole keeps half of the hopping energy, since $\sqrt{1-m_*^2}=0.5$, while gaining three quarters of the extra relaxation that full localization would bring, since $m_*^2=0.75$.

\textbf{Q:} Suppose I start the semilocal calculation from the correct distorted geometry. Will it stay there?

\textbf{A:} Not in this window. Freeze the displacement difference at $\Delta=x_A-x_B$. The part of the coupling that depends on $m$ is $-g\Delta m/2$, so the electronic stationarity condition reads
\begin{equation}
\frac{tm}{\sqrt{1-m^2}}+\frac K2m=\frac{g\Delta}{2}.
\end{equation}
For $\Delta=0.346$ \AA\ the right side is $0.693$ eV and the solution is $m=0.623$, down from $0.866$. The hole has begun to spread before any atom moves. Its force now supports a difference of only $0.40\times0.623=0.249$ \AA.

Now let the lattice relax and the hole respond in turn. If the old polarization is $m>0$, the lattice takes $\Delta=gm/k$, and the right side becomes $g^2m/(2k)=E_Rm$. The new value $m'$ obeys
\begin{equation}
E_Rm=\frac{tm'}{\sqrt{1-m'^2}}+\frac K2m'
\ge\left(t+\frac K2\right)m' .
\end{equation}
Here $m'\le(0.80/1.00)m$, so each round removes at least a fifth of the polarization and the distortion collapses to zero.

\section{Diagnosis and correction}

\textbf{Q:} Can I detect the problem by adding fractional total charge and looking for curvature?

\textbf{A:} You can be misled if the hole is already shared. Fix the lattice and spread a total charge $q$ evenly over $M$ sites, with $V=0$. Each site holds $q/M$, and the error is
\begin{equation}
\frac U2\left(M\frac{q^2}{M^2}-q\right)=\frac U2\left(\frac{q^2}{M}-q\right).
\end{equation}
Its curvature in $q$ is $U/M$, which fades as $M$ grows. Its value at $q=1$ is $-(U/2)(1-1/M)$, which grows in magnitude towards $U/2$. For eight sites and $U=1.60$ eV, the curvature is just $0.20$ eV while the integer-charge energy is $0.70$ eV too low. A nearly straight line can start at the right energy, at $q=0$, and still end at a wrong one, at $q=1$.

For the dimer with $V$ included, the error is $(U+V)q^2/4-Uq/2$. Its curvature is $(U+V)/2=1.00$ eV, whereas the competition between sites is governed by $K=U-V=1.20$ eV. Total-charge curvature and site-transfer curvature answer different questions.

\textbf{Q:} If a hybrid functional localizes the hole, is the problem solved?

\textbf{A:} Not necessarily. Suppose a fraction $\alpha$ of exact exchange moves $K$ linearly from $1.20$ eV towards a chosen concave limit of $-2.00$ eV:
\begin{equation}
K(\alpha)=1.20\ {\rm eV}-3.20\,\alpha\ {\rm eV}.
\end{equation}
Linearity is an assumption. In sulfur it works well: at 25\% exact exchange the computed curvature is $6.03$ eV, against $6.07$ eV from interpolation between PBE and full exact exchange with PBE correlation.

Localization begins when $E_R-K/2=t$, hence at $K=2(E_R-t)=0.80$ eV and $\alpha=0.40/3.20=0.125$. The error vanishes later, at $\alpha=1.20/3.20=0.375$. In between, the hole is localized but its energy is wrong. At $\alpha=0.25$, $K=0.40$ eV and $W=0.60$ eV, giving $m_*=0.745$, a displacement difference of $0.298$ \AA\ and a gain of $(0.20)^2/1.20=0.033$ eV. The distortion looks reasonable, yet the gain is a third of its error-free value.

\textbf{Q:} Then why not use as much exact exchange as possible?

\textbf{A:} Because negative $K$ raises $W$ and can localize a hole that ought to be shared. Reduce the coupling to $g=2.4$ eV/\AA, so that $E_R=0.288$ eV, below $t$. The error-free hole is shared. At the concave limit, however, $W=0.288+1.00=1.288$ eV and $m_*=0.951$. A localized picture is therefore no proof of a correct functional; the relative energy of shared and localized holes must be right as well.

\textbf{Q:} What should I keep in mind when comparing this with my measurement?

\textbf{A:} The model has two equivalent sites, one hole, a parabolic error and classical, harmonic distortions. Its localized solution is one of a pair, $m=\pm m_*$, of equal energy. Quantum motion of the nuclei can connect them, and the classical model gives no rate for that. The effect is not small for the round values used here: for an oxygen mass $\hbar\sqrt{k/M}\approx0.05$ eV, comparable to the wells of $0.10$ and $0.033$ eV, so tunnelling between such shallow minima can be fast on a resonance time scale. A symmetric signal may therefore mean a shared hole or one that moves between sites during the measurement. The functional error bears on this choice. It changes whether the two separate minima exist at all and, if they do, how unevenly the hole is shared in each and how far they lie below the symmetric state. The numerical output collects the values for both the model and the sulfur atom.

\section*{Numbers as computed}
\begin{verbatim}
Model: hopping t = 0.40 eV
Model: U = 1.60 eV, V = 0.40 eV, K = U-V = 1.20 eV
Model: g = 4.00 eV/A, k = 10.00 eV/A^2
Relaxation energy E_R = 0.800 eV
W without error = 0.800 eV, semilocal = 0.200 eV
E_R needed: without error 0.400 eV, semilocal 1.000 eV
Without error: m = 0.8660, n_A = 0.9330, n_B = 0.0670
Without error: x_A-x_B = 0.3464 A, gain = 0.1000 eV
Semilocal: |m| = 0.000, |x_A-x_B| = 0.000 A, gain = 0.0000 eV
End-point gain E(0)-E(1), no error = 0.0000 eV
End-point gain E(0)-E(1), semilocal = -0.3000 eV
Semilocal m in frozen correct distortion = 0.6233
Distortion its force would support = 0.2493 A
Dimer: integer-charge error = -0.3000 eV, total-charge curvature = 1.0000 eV
Ring of 8, V=0: integer-charge error = -0.7000 eV, total-charge curvature = 0.2000 eV
Mixing: chosen concave limit K = -2.00 eV
Mixing: localization onset alpha = 0.1250
Mixing: zero curvature at alpha = 0.3750
Mixing 0.25: K = 0.400 eV, m = 0.7454, x_A-x_B = 0.2981 A, gain = 0.0333 eV
Weak coupling g = 2.40 eV/A: E_R = 0.288 eV
Weak coupling: |m| without error = 0.000, concave limit = 0.9506
S atom, def2-TZVP, f = minority-spin 3p occupation
PBE f = 0.25: E-E(0) = -3.414 eV, E-chord = -0.809 eV, level = -12.605 eV
PBE f = 0.50: E-E(0) = -6.295 eV, E-chord = -1.085 eV, level = -10.437 eV
PBE f = 0.75: E-E(0) = -8.631 eV, E-chord = -0.816 eV, level = -8.247 eV
PBE f = 1.00: E-E(0) = -10.420 eV, E-chord = 0.000 eV, level = -6.072 eV
PBE slope f=0.25 to 0.75 = -10.433 eV, mean level = -10.433 eV
Mean curvature, PBE = 8.681 eV
Mean curvature, 25% exact exchange = 6.028 eV
  linear interpolation predicts 6.069 eV
Mean curvature, 100% exact exchange + PBE corr. = -1.767 eV
Mean curvature, Hartree-Fock = -1.932 eV
Two distant S sharing one hole: E(shared)-E(localized), PBE = -2.170 eV, HF = 0.483 eV
\end{verbatim}
